\section*{Two-Charge Lagrangian to Order 1/c⁴ and the Elimination of Accelerations}

Take a mass $m$ on a spring of stiffness $K$, and add to its Lagrangian a constant $\lambda$ times the acceleration:
\begin{equation}
L=\tfrac12 m\dot x^2-\tfrac12Kx^2+\lambda\ddot x .
\end{equation}
The last term is the time derivative of $\lambda\dot x$, so it changes no equation of motion, and the mass still oscillates about $x=0$. Now use the equation of motion $\ddot x=-Kx/m$ inside the Lagrangian. The last term becomes $-\lambda Kx/m$, a constant force, and to first order in $\lambda$ the result is
\begin{equation}
\tfrac12m\dot x^2-\tfrac12K\left(x+\frac{\lambda}{m}\right)^2 .
\end{equation}
This describes an oscillation about $-\lambda/m$. As a statement about $x$ it is false. It becomes true if the variable in the new Lagrangian is called $y$ and related to the position by $x=y+\lambda/m$. The substitution has moved the origin of the coordinate.

The same happens when the coefficient depends on position. Let the potential be $V(x)$ and the extra term $\lambda f(x)\ddot x$, which equals $-\lambda f'\dot x^2$ up to a total derivative. Setting $x=y+\lambda f(y)/m$ and keeping first order in $\lambda$, the kinetic energy gains $+\lambda f'\dot y^2$, which cancels the extra term, and the potential energy contributes $-\lambda fV'/m$. That is what replacing $\ddot x$ by $-V'/m$ would have given. The coefficient of the acceleration, divided by the mass, is the displacement of the coordinate.

Two interacting charges need this result at order $1/c^4$, the first order at which accelerations appear in their Lagrangian when it is written in the symmetric form derived below. Let the charges be $e_1,e_2$ (Gaussian units), the masses $m_1,m_2$, and write $\kappa=e_1e_2$, $\mathbf r=\mathbf x_1-\mathbf x_2$, $\mathbf n=\mathbf r/r$. The particles have no spin. To have a Lagrangian for the particles alone, let each charge move in half the sum of the retarded and advanced fields of the other. The potentials of charge 2 at the place of charge 1 are then
\begin{equation}
\varphi=e_2\!\int\! G\,dt_2,\qquad \mathbf A=e_2\!\int\!\frac{\mathbf v_2}{c}\,G\,dt_2,
\end{equation}
\begin{equation}
G=\frac{1}{2R}\left[\delta\!\left(t_1-t_2-\tfrac Rc\right)+\delta\!\left(t_1-t_2+\tfrac Rc\right)\right],
\end{equation}
with $R=|\mathbf x_1(t_1)-\mathbf x_2(t_2)|$. A charge in given potentials has the interaction Lagrangian $-e_1\varphi+e_1\mathbf v_1\cdot\mathbf A/c$, so the interaction action is
\begin{equation}
S_{\rm int}=-\kappa\iint dt_1dt_2\left(1-\frac{\mathbf v_1\cdot\mathbf v_2}{c^2}\right)G .
\end{equation}
It is symmetric in the two particles, and therefore also gives the right force on charge 2. This is the Fokker action.

Suppose the motion changes little during the light delay $r/c$. A Taylor expansion of the two delta functions in $R/c$ leaves the even terms,
\begin{equation}
G=\sum_{n\ge0}\frac{R^{2n-1}}{(2n)!\,c^{2n}}\,\delta^{(2n)}(t_1-t_2).
\end{equation}
Since a derivative with respect to $t_2$ brings a minus sign, $\delta^{(2n)}=(-1)^n\partial_{t_1}^n\partial_{t_2}^n\delta$. Integrating by parts $n$ times in each variable gives a factor $(-1)^{2n}=1$, and the remaining delta function sets the times equal:
\begin{equation}
L_{\rm int}=-\kappa\sum_n\frac{(-1)^n}{(2n)!\,c^{2n}}D_1^nD_2^n\!\left[\left(1-\frac{\mathbf v_1\cdot\mathbf v_2}{c^2}\right)r^{2n-1}\right].
\end{equation}
Here $D_a$ differentiates along the path of particle $a$ while the other is held. Sharing the derivatives equally keeps anything above the acceleration out of the order needed; another sharing would differ by total time derivatives.

Abbreviate $p_a=\mathbf n\cdot\mathbf v_a$, $w=\mathbf v_1\cdot\mathbf v_2$ and $\alpha_a=\mathbf n\cdot\mathbf a_a$. Then $D_1r=p_1$, $D_2r=-p_2$ and $D_1D_2r=-(w-p_1p_2)/r$. At order $1/c^2$ the interaction is
\begin{equation}
-\kappa\left[-\frac wr-\frac12D_1D_2r\right]=\frac{\kappa}{2r}(w+p_1p_2),
\end{equation}
the Darwin interaction. The free part $-mc^2\sqrt{1-v^2/c^2}$ is, apart from its constant, $mv^2/2+mv^4/8c^2+mv^6/16c^4$. Writing $L=L_0+L_2/c^2+L_4/c^4$, we have
\begin{align}
L_0&=\tfrac12m_1v_1^2+\tfrac12m_2v_2^2-\frac\kappa r,\\
L_2&=\tfrac18(m_1v_1^4+m_2v_2^4)+\frac{\kappa}{2r}(w+p_1p_2).
\end{align}

At order $1/c^4$ there are two contributions: the velocity product in the $n=1$ term and the unit term in $n=2$. Together they are $-\kappa\left[\frac12D_1D_2(wr)+\frac1{24}D_1^2D_2^2r^3\right]$. For the first, $D_1w=\mathbf a_1\cdot\mathbf v_2$ and $D_2w=\mathbf v_1\cdot\mathbf a_2$, so
\begin{equation}
D_1D_2(wr)=r\,\mathbf a_1\!\cdot\!\mathbf a_2-(\mathbf a_1\!\cdot\!\mathbf v_2)p_2+(\mathbf a_2\!\cdot\!\mathbf v_1)p_1-\frac{w^2-wp_1p_2}{r}.
\end{equation}
For the second, let $\partial_i$ act on $\mathbf r$. On a function of $\mathbf r$, $D_1^2=v_{1i}v_{1j}\partial_i\partial_j+a_{1i}\partial_i$ and $D_2^2=v_{2i}v_{2j}\partial_i\partial_j-a_{2i}\partial_i$. From $\partial_ir^3=3r\,r_i$ and $\partial_in_j=(\delta_{ij}-n_in_j)/r$,
\begin{align}
\partial_i\partial_jr^3&=3r(\delta_{ij}+n_in_j),\\
\partial_i\partial_j\partial_kr^3&=3(\delta_{ij}n_k+\delta_{ik}n_j+\delta_{jk}n_i-n_in_jn_k).
\end{align}
One more derivative, contracted with two factors $\mathbf v_1$ and two factors $\mathbf v_2$, gives
\begin{equation}
\frac3r\left[v_1^2v_2^2+2w^2-v_1^2p_2^2-v_2^2p_1^2-4wp_1p_2+3p_1^2p_2^2\right].
\end{equation}
The terms with one acceleration are $3[\alpha_1(v_2^2-p_2^2)+2(\mathbf a_1\!\cdot\!\mathbf v_2)p_2]$ and minus the same with labels 1 and 2 exchanged at fixed $\mathbf n$; the term with two is $-3r(\mathbf a_1\!\cdot\!\mathbf a_2+\alpha_1\alpha_2)$. Division by 24 puts $\frac18$ in front of each bracket. Written over the same $\frac18$, the first contribution carries a factor 4. The coefficient of $w^2/r$ is thus $2-4=-2$, that of $wp_1p_2/r$ is $-4+4=0$, that of $(\mathbf a_1\!\cdot\!\mathbf v_2)p_2$ is $2-4=-2$, and that of $r\,\mathbf a_1\!\cdot\!\mathbf a_2$ is $-1+4=3$. With
\begin{equation}
W=\frac{v_1^2v_2^2-2w^2-v_1^2p_2^2-v_2^2p_1^2+3p_1^2p_2^2}{r},
\end{equation}
the result is
\begin{equation}
\begin{aligned}
L_4={}&\tfrac1{16}(m_1v_1^6+m_2v_2^6)-\frac\kappa8\Big\{W+\alpha_1(v_2^2-p_2^2)-2(\mathbf a_1\!\cdot\!\mathbf v_2)p_2\\
&-\alpha_2(v_1^2-p_1^2)+2(\mathbf a_2\!\cdot\!\mathbf v_1)p_1+r(3\,\mathbf a_1\!\cdot\!\mathbf a_2-\alpha_1\alpha_2)\Big\}.
\end{aligned}
\end{equation}

If particle 2 is very heavy and at rest, every term in the braces vanishes, and particle 1 is a relativistic charge in a fixed Coulomb field, as it should be. A test of the braces themselves takes two prescribed periodic paths, which need not solve any equation of motion, and averages the light-cone action over a period, so that total derivatives drop out. After the lower orders are removed and $c$ is extrapolated to infinity, the average is 0.157675 in model units; the formula gives the same six digits.

The accelerations can now be removed. At leading order they are
\begin{equation}
\mathbf A_1=\frac{\kappa\mathbf n}{m_1r^2},\qquad \mathbf A_2=-\frac{\kappa\mathbf n}{m_2r^2}.
\end{equation}
From here on $\mathbf A_a$ denotes these Coulomb accelerations, not a vector potential. Because $L_4$ is linear in each acceleration separately, it can be rewritten without approximation as
\begin{equation}
L_4(\mathbf a)=L_4(\mathbf A)+\sum_a\mathbf q_a\!\cdot\!(\mathbf a_a-\mathbf A_a)+Z,\qquad \mathbf q_a=\left.\frac{\partial L_4}{\partial\mathbf a_a}\right|_{\mathbf a=\mathbf A},
\end{equation}
where $Z=-\frac{\kappa r}8(3\delta_{ij}-n_in_j)(\mathbf a_1-\mathbf A_1)_i(\mathbf a_2-\mathbf A_2)_j$.

Consider the linear terms first. The variational derivative of $L_0$ is
\begin{equation}
\frac{\partial L_0}{\partial\mathbf x_a}-\frac{d}{dt}\frac{\partial L_0}{\partial\mathbf v_a}=m_a(\mathbf A_a-\mathbf a_a).
\end{equation}
Put $\mathbf x_a=\mathbf y_a+\boldsymbol\xi_a/c^4$ in the full Lagrangian. Through order $1/c^4$ only $L_0$ feels the displacement, since a displaced $L_2/c^2$ changes at order $1/c^6$. Apart from a total derivative, $L$ gains $c^{-4}\sum_am_a\boldsymbol\xi_a\cdot(\mathbf A_a-\mathbf a_a)$. The choice
\begin{equation}
\boldsymbol\xi_a=\frac{\mathbf q_a}{m_a}
\end{equation}
cancels the linear terms.

The term $Z$ is a product of two factors, each of which vanishes on the Coulomb motion. When $Z$ is varied, every resulting term still contains one of these factors or its time derivatives. On the actual motion the factors are of order $1/c^2$, so $Z/c^4$ enters the equations of motion only at order $1/c^6$ and may be dropped. This argument concerns motions that pass smoothly into Coulomb motions as $1/c\to0$. The Lagrangian with accelerations, taken literally, has equations of higher differential order and further solutions without that limit; these lie outside the expansion.

What remains is $L_0+L_2/c^2+L_4(\mathbf A)/c^4$ as a function of $\mathbf y_a$ and $\dot{\mathbf y}_a$. Inserting the Coulomb accelerations in the Lagrangian is therefore legitimate when accompanied by the change of coordinates. To find the displacement, differentiate $L_4$ with respect to $\mathbf a_1$:
\begin{equation}
\frac{\partial L_4}{\partial\mathbf a_1}=-\frac\kappa8\left\{\mathbf n(v_2^2-p_2^2)-2p_2\mathbf v_2+r(3\mathbf a_2-\mathbf n\alpha_2)\right\}.
\end{equation}
With $\mathbf a_2=\mathbf A_2$, which lies along $\mathbf n$, the last term is $2r\mathbf A_2=-2\kappa\mathbf n/(m_2r)$. Treating particle 2 likewise,
\begin{align}
\boldsymbol\xi_1&=-\frac{\kappa}{8m_1}\left\{\mathbf n\left[v_2^2-p_2^2-\frac{2\kappa}{m_2r}\right]-2p_2\mathbf v_2\right\},\\
\boldsymbol\xi_2&=\frac{\kappa}{8m_2}\left\{\mathbf n\left[v_1^2-p_1^2-\frac{2\kappa}{m_1r}\right]-2p_1\mathbf v_1\right\}.
\end{align}
In these small quantities it makes no difference at this order whether $\mathbf x$ or $\mathbf y$ is used. The two expressions go into each other when the labels are exchanged and $\mathbf n$ changes sign.

For the reduced Lagrangian, $\alpha_1=\kappa/(m_1r^2)$ and $\mathbf A_1\cdot\mathbf v_2=\kappa p_2/(m_1r^2)$, so the terms linear in $\mathbf a_1$ become $\kappa(v_2^2-3p_2^2)/(m_1r^2)$. Those of particle 2 follow in the same way; its two minus signs cancel. The last term becomes $2r\,\mathbf A_1\cdot\mathbf A_2=-2\kappa^2/(m_1m_2r^3)$. Hence
\begin{equation}
\begin{aligned}
L_4(\mathbf A)={}&\tfrac1{16}(m_1v_1^6+m_2v_2^6)-\frac\kappa8\Big\{W+\frac{\kappa(v_2^2-3p_2^2)}{m_1r^2}\\
&+\frac{\kappa(v_1^2-3p_1^2)}{m_2r^2}-\frac{2\kappa^2}{m_1m_2r^3}\Big\}.
\end{aligned}
\end{equation}

The positions at which the fields act are $\mathbf x_a$. The $\mathbf y_a$ are convenient labels, displaced from them by amounts that depend on the velocities. They are not unique: adding a total derivative $dF/dt$ of a function $F(\mathbf x,\mathbf v)$ to $L_4$ changes $\boldsymbol\xi_a$ by $m_a^{-1}\partial F/\partial\mathbf v_a$ and changes the reduced Lagrangian with it, as in the spring example. The values given here belong to the equal sharing of derivatives. Two charges momentarily at rest show that the displacement does not need motion: then $\boldsymbol\xi_1=-\boldsymbol\xi_2=\kappa^2\mathbf n/(4m_1m_2r)$, and the true separation exceeds the separation in $\mathbf y$ by $\kappa^2/(2m_1m_2rc^4)$, for like and unlike charges. If one mass goes to infinity while that particle stays at rest, both displacements vanish.

The whole chain can be tested without using the expanded action. An orbit of the reduced Lagrangian is computed for charges 1 and 2 with masses 1 and 2 in model units, and inserted into the relativistic equations of motion with the full Liénard–Wiechert fields, retarded and advanced in equal parts. If $\mathbf y_a$ is taken for the position, the force error at the chosen instant is $5.6\times10^{-5}$ for $c=10$ and $3.5\times10^{-6}$ for $c=20$, in model units of force. This is a fall as the power 3.99 of $1/c$: the equations fail at the very order that was to be described. With the displacement included the errors are $8.8\times10^{-7}$ and $1.3\times10^{-8}$, a power of 6.05, as expected from the first neglected order.

Purely retarded fields add odd powers of $1/c$. They come from half the difference of the retarded and advanced fields. Expanding the delta functions as before, the first odd parts of the potentials of charge 2 that give a force are
\begin{equation}
\varphi_{\rm odd}=-\frac{e_2}{6c^3}\frac{d^3R^2}{dt^3},\qquad \mathbf A_{\rm odd}=-\frac{e_2\mathbf a_2}{c^2}
\end{equation}
(here $\mathbf A_{\rm odd}$ is again a vector potential). Since $\nabla R^2=2(\mathbf x-\mathbf x_2)$, the scalar potential gives the field $-e_2\dot{\mathbf a}_2/3c^3$, and $-\partial_t\mathbf A_{\rm odd}/c$ gives $+e_2\dot{\mathbf a}_2/c^3$. Their sum is $2e_2\dot{\mathbf a}_2/3c^3$. Adding the Abraham–Lorentz self-force, charge 1 feels
\begin{equation}
\frac{2e_1}{3c^3}\left(e_1\dot{\mathbf a}_1+e_2\dot{\mathbf a}_2\right).
\end{equation}
At leading order $m_1\mathbf a_1+m_2\mathbf a_2=0$, so the bracket vanishes there if $e_1/m_1=e_2/m_2$. For the orbit above, which has equal ratios, the half-difference force of charge 2 on charge 1 at $c=40$ differs from $2e_1e_2\dot{\mathbf a}_2/3c^3$ by $1.0\times10^{-3}$ of the latter's magnitude, and the bracket, which includes the self-force, is in magnitude $7.5\times10^{-4}$ of its second term. For unequal ratios the force of order $1/c^3$ remains, and the Lagrangian describes only the conservative part of the motion.

A circular orbit shows what depends on the coordinates and what does not. Take equal masses $m$ and opposite charges, $\kappa=-k$, at angular frequency $\omega$. Opposite charges cannot have equal charge-to-mass ratios, so this steady circle belongs to the time-symmetric theory; with retarded fields alone the pair would radiate. Each particle has speed $u=\omega r/2$, with $p_a=0$, $\mathbf v_2=-\mathbf v_1$ and $\mathbf a_1=-\mathbf a_2=-(2u^2/r)\mathbf n$. In the braces of $L_4$, $W=-u^4/r$, the linear terms give $-2u^4/r$ each, and the last gives $-8u^4/r$. Thus
\begin{equation}
L_4=\frac{mu^6}8-\frac{13ku^4}{8r}.
\end{equation}

This number 13 can be checked on the circle itself. Let $\beta=u/c$ and let $2\varphi$ now be the angle turned during the light delay. The chord is $R=r\cos\varphi$, so $\varphi=\beta\cos\varphi$. Integrating the delta function gives a factor $1/(1+\beta\sin\varphi)$, and $\mathbf v_1\cdot\mathbf v_2=-u^2\cos2\varphi$, whence
\begin{equation}
L_{\rm int}=\frac kr\,\frac{1+\beta^2\cos2\varphi}{\cos\varphi\,(1+\beta\sin\varphi)} .
\end{equation}
With $\varphi=\beta-\beta^3/2+\dots$, the numerator is $1+\beta^2-2\beta^4$, and the denominator is $(1-\frac12\beta^2+\frac{13}{24}\beta^4)(1+\beta^2-\frac23\beta^4)=1+\frac12\beta^2-\frac58\beta^4$. The quotient is $1+\frac12\beta^2-\frac{13}8\beta^4$, which confirms both the Darwin term and the fourth order.

Let $r_0$ be the Coulomb radius, $r_0^3=2k/(m\omega^2)$, and $\varepsilon=k/(mr_0c^2)$. In units $m=k=r_0=1$ we have $\omega^2=2$, $u^2=r^2/2$ and $1/c^2=\varepsilon$, so that
\begin{align}
L_0&=\frac{r^2}2+\frac1r,\qquad L_2=\frac{r^4}{16}+\frac r4,\\
L_4(\mathbf a)&=\frac{r^6}{64}-\frac{13r^3}{32},\\
L_4(\mathbf A)&=\frac{r^6}{64}-\frac{r^3}{32}-\frac18-\frac1{4r^3}.
\end{align}
At fixed $\omega$ the radius makes $L$ stationary. Put $r=1+a\varepsilon+b\varepsilon^2$. At $r=1$, $L_0''=3$, $L_0'''=-6$, $L_2'=\frac12$ and $L_2''=\frac34$. First order gives $3a+\frac12=0$, so $a=-\frac16$. Second order gives
\begin{equation}
3b-3a^2+\tfrac34a+L_4'=0,\qquad 3b=\tfrac5{24}-L_4'.
\end{equation}
With accelerations $L_4'=-\frac98$ and $b_x=\frac49$; in the reduced form $L_4'=\frac34$ and $b_y=-\frac{13}{72}$. The difference is $\frac58$. The displacement formula gives $\mathbf n\cdot\boldsymbol\xi_1=\frac18(\frac12+2)=\frac5{16}$ and the opposite for particle 2, again $\frac58$ in all.

The energy needs the stationary value of $L$. Both forms have $L_4(1)=-\frac{25}{64}$, and the change of radius adds $\frac12a+\frac32a^2=-\frac1{24}$, so
\begin{equation}
L_*=\frac k{r_0}\left(\frac32+\frac5{16}\varepsilon-\frac{83}{192}\varepsilon^2\right).
\end{equation}
A small uniform change of the rotation rate identifies the angular momentum as $J=\partial L/\partial\omega$ at fixed $r$, which equals $dL_*/d\omega$ because $L$ is stationary in $r$. A uniform stretching of time likewise gives $E=\omega J-L_*$. Both $k/r_0$ and $\varepsilon$ grow as $\omega^{2/3}$, so the three terms of $L_*$ grow as $\omega^{2/3}$, $\omega^{4/3}$ and $\omega^2$, and are multiplied by $-\frac13$, $\frac13$ and 1:
\begin{equation}
E=\frac k{r_0}\left(-\frac12+\frac5{48}\varepsilon-\frac{83}{192}\varepsilon^2\right).
\end{equation}
The energy at given frequency is the same in both coordinates, although the radius is not.

For $\varepsilon=0.01$ the speed at the Coulomb radius is $0.071c$. The radii are
\begin{align}
r_x/r_0&=1-0.0016667+0.0000444=0.998378,\\
r_y/r_0&=1-0.0016667-0.0000181=0.998315,
\end{align}
a difference of $6.25\times10^{-5}$. The full circular solution, without expansion in $1/c$, has $0.998377\,r_0$. The series for $r_x$ misses it by about $1\times10^{-6}r_0$, whereas $r_y$, read as a distance, is off by about $6\times10^{-5}r_0$. The energy is $-0.499002\,k/r_0$ from the series and $-0.499001\,k/r_0$ from the full solution. Halving $\varepsilon$ from 0.002 to 0.001 reduces the errors of radius and energy by factors of 7.98, close to the 8 expected of a remainder proportional to $\varepsilon^3$. The expansion loses its value when $\varepsilon$ or the speeds in units of $c$ cease to be small, or when the motion changes appreciably while light crosses the separation.

\section*{Numbers as computed}
\begin{verbatim}
Average of interaction part of L4, charges product 1 (model units)
  from light-cone action, c to infinity: 0.157675
  from the L4 formula:                   0.157675
Force error of reduced orbit, e=(1,2), m=(1,2), t=1 (model units)
  c=10: without shift 5.618e-05, with shift 8.837e-07
  c=20: without shift 3.536e-06, with shift 1.338e-08
  power of 1/c without shift: 3.99
  power of 1/c with shift:    6.05
Odd-order force on particle 1 at c=40
  relative mismatch with dipole expression: 1.04e-03
  third derivative of dipole / part of particle 2: 7.52e-04
Circular orbit: lengths in r0, energies in k/r0
  coefficients of 1, epsilon, epsilon^2:
  radius in x coordinates: 1 -1/6 4/9
  radius in y coordinates: 1 -1/6 -13/72
  energy from L with accelerations: -1/2 5/48 -83/192
  energy from reduced L:            -1/2 5/48 -83/192
  epsilon^2 radius difference predicted by shift: 5/8
  epsilon = 0.01, speed/c at Coulomb radius = 0.07071
  radius x, series: 0.99837778 r0
  radius y, series: 0.99831528 r0
  radius difference x-y: 6.2500e-05 r0
  radius, full circular solution: 0.99837682 r0
  energy, series: -0.49900156 k/r0
  energy, full circular solution: -0.49900064 k/r0
  error ratio on halving epsilon: radius 7.982, energy 7.981
\end{verbatim}
